# Why a narrow strained-silicon stripe loses mainly its transverse strain

**Question.** A thin silicon film is bonded to its support and stretched equally in both in-plane directions. It is then etched into a long, narrow stripe. Why does the strain across the stripe relax much more than the strain along it, when both began equal and the cut made free edges in both directions?

## The mechanism: stress needs a support with a lever arm

Let $x$ run across the stripe, $y$ along it and $z$ normal to the film. The width is $w$, the length $L$ and the film thickness $h$, with the origin at the centre of the stripe. Tension is positive. Before the cut both in-plane strains equal $e_0>0$.

In the uncut film, each piece is held stretched by its neighbours. Etching removes the neighbours at the edges, and the film there pulls inward. Only the support can now oppose the contraction, through shear traction on the underside of the film.

How much stress this traction can hold follows from equilibrium, $\partial_j\sigma_{xj}=0$, with summation over $j$. Multiply by $x$, integrate over the film volume and integrate by parts:

$$
0=\int x\,\partial_j\sigma_{xj}\,dV=\oint x\,\sigma_{xj}n_j\,dA-\int\sigma_{xx}\,dV .
$$

The last term arises because $\partial_j x$ is nonzero only for $j=x$. The top and side faces are free, so the surface integral keeps only the underside, where the support exerts a traction $t_x$ on the film. Dividing by the stripe area gives

$$
h\,\bar\sigma_{xx}=\langle x\,t_x\rangle ,\qquad h\,\bar\sigma_{yy}=\langle y\,t_y\rangle ,
$$

where the bar is a volume average and the brackets are an average over the underside. No elastic law has been used.

If the traction nowhere exceeds $\tau_m$ in size, then, since $\langle|x|\rangle=w/4$ and $\langle|y|\rangle=L/4$,

$$
|\bar\sigma_{xx}|\le\frac{\tau_m w}{4h},\qquad |\bar\sigma_{yy}|\le\frac{\tau_m L}{4h}.
$$

The same traction can hold far more stress along the stripe than across it, because it acts with a longer lever arm.

The shape alone is not the cause. If the stripe is released from its support, the traction vanishes. The state of zero strain then has zero stress everywhere and satisfies every boundary condition, so both strains disappear, however long the stripe is. The difference between the directions needs anchoring as well as unequal distances to the free edges.

## The elastic law of a thin film

Take a (001) film with edges along $\langle110\rangle$. A unit strain along one edge direction has components $1/2$, $1/2$ and shear $\pm1/2$ in the cubic axes. The cubic law, resolved back along the edges, gives the stiffnesses

$$
c'_{11}=\frac{c_{11}+c_{12}}2+c_{44},\qquad c'_{12}=\frac{c_{11}+c_{12}}2-c_{44},
$$

while the coupling to the normal direction remains $c_{12}$.

The top face is free and the film is thin, so set $\sigma_{zz}=c_{12}(e_{xx}+e_{yy})+c_{11}e_{zz}=0$. Substituting $e_{zz}=-(c_{12}/c_{11})(e_{xx}+e_{yy})$ into the in-plane stresses gives

$$
\sigma_{xx}=Q_{11}e_{xx}+Q_{12}e_{yy},\qquad \sigma_{yy}=Q_{12}e_{xx}+Q_{11}e_{yy},
$$

$$
Q_{11}=c'_{11}-\frac{c_{12}^2}{c_{11}},\qquad Q_{12}=c'_{12}-\frac{c_{12}^2}{c_{11}}.
$$

Define $\nu=Q_{12}/Q_{11}$ and $E=Q_{11}(1-\nu^2)$. The uncut stress is

$$
\sigma_0=(Q_{11}+Q_{12})e_0=Q_{11}(1+\nu)e_0 .
$$

Suppose the transverse stress vanishes completely while $e_{yy}=e_0$ is held. From $\sigma_{xx}=0$ follows $e_{xx}=-\nu e_0$. The transverse strain does not stop at zero: the stripe, still stretched along its length, contracts sideways. The longitudinal stress becomes

$$
\sigma_{yy}=Q_{11}(1-\nu^2)e_0=Ee_0=(1-\nu)\sigma_0 .
$$

Thus the longitudinal strain can survive intact while the longitudinal stress falls.

## Relaxation across the stripe

A simple model of the support is an oxide layer of thickness $t$ and shear modulus $G$ on a rigid base. Let $u$ be the film displacement in $x$, measured from the bonded, uncut state. The oxide shear strain is $u/t$, so the traction on the film is

$$
t_x=-ku,\qquad k=\frac Gt .
$$

Each point of the support is treated as an independent shear spring, and $u$ is taken as uniform through the film.

Far from the ends nothing varies along $y$, and symmetry allows no displacement in that direction, so $e_{yy}=e_0$. With $e_{xx}=e_0+u'$,

$$
\sigma_{xx}=Q_{11}(e_0+u')+Q_{12}e_0=\sigma_0+Q_{11}u' .
$$

Force balance on a slice of width $dx$ reads $h\,d\sigma_{xx}+t_x\,dx=0$. Hence

$$
hQ_{11}u''=ku,\qquad \lambda=\sqrt{\frac{hQ_{11}}k},\qquad u''=\frac u{\lambda^2}.
$$

The transfer length $\lambda$ is the distance over which the support takes up the film force. It grows with a stiffer or thicker film and with a softer support.

By symmetry $u$ is odd, so $u=A\sinh(x/\lambda)$. Define $s=w/(2\lambda)$. The free edge requires $\sigma_0+Q_{11}(A/\lambda)\cosh s=0$, and with $\sigma_0/Q_{11}=(1+\nu)e_0$,

$$
A=-\frac{(1+\nu)e_0\lambda}{\cosh s},\qquad
e_{xx}(x)=e_0\left[1-(1+\nu)\frac{\cosh(x/\lambda)}{\cosh s}\right].
$$

The mean of $u'$ is the difference of the two edge displacements divided by $w$, that is $2u(w/2)/w=-(1+\nu)e_0\tanh s/s$. Therefore

$$
\bar e_{xx}=e_0\left[1-(1+\nu)\frac{\tanh s}s\right],\qquad
\bar\sigma_{xx}=\sigma_0\left[1-\frac{\tanh s}s\right].
$$

For a wide stripe, $s\gg1$, $\tanh s\to1$ and the lost fraction is $(1+\nu)2\lambda/w$: relaxation is an edge effect. For a narrow one, $\tanh s/s\simeq1-s^2/3$, so

$$
\bar e_{xx}\simeq e_0\left[-\nu+(1+\nu)\frac{s^2}3\right].
$$

The two edge zones then overlap, and no part of the width is far from an edge.

## Relaxation along the stripe

The same mechanism acts along $y$. In a narrow stripe $\sigma_{xx}\simeq0$, so $\sigma_{yy}=Ee_{yy}$. With displacement $v$ along $y$ and $e_{yy}=e_0+v'$, force balance gives $hEv''=kv$. The free ends require $e_{yy}=0$ at $y=\pm L/2$. The odd solution is $v=B\sinh(y/\lambda_E)$, with $\lambda_E=\sqrt{hE/k}$ and $B=-e_0\lambda_E/\cosh(L/2\lambda_E)$. Thus

$$
e_{yy}(y)=e_0\left[1-\frac{\cosh(y/\lambda_E)}{\cosh(L/2\lambda_E)}\right].
$$

The lost fraction averaged over the length is $(2\lambda_E/L)\tanh(L/2\lambda_E)$, or nearly $2\lambda_E/L$ when $L\gg\lambda_E$. At the middle it is $1/\cosh(L/2\lambda_E)\simeq2e^{-L/2\lambda_E}$.

Since $\lambda_E=\lambda\sqrt{1-\nu^2}$, the two transfer lengths are nearly equal. The contrast comes from comparing almost the same length with $w$ in one direction and with $L$ in the other. If $w$ and $L$ both greatly exceed $\lambda$, both strains survive over most of the area.

## A 60 nm stripe

Take $h=7$ nm, $t=25$ nm, $w=60$ nm, $L=1000$ nm and $e_0=0.80\%$. For silicon use $c_{11},c_{12},c_{44}=166,64,80$ GPa. Then

$$
Q_{11}=115+80-\frac{64^2}{166}=170.3\ \text{GPa},\qquad
Q_{12}=115-80-\frac{64^2}{166}=10.3\ \text{GPa},
$$

so $\nu=0.061$, $E=169.7$ GPa and $\sigma_0=1.445$ GPa. An oxide with Young modulus 70 GPa and Poisson ratio 0.17 has $G=70/(2\times1.17)=29.9$ GPa. This gives

$$
k=\frac{29.9}{25}=1.197\ \text{GPa/nm},\qquad
\lambda=\sqrt{\frac{7\times170.3}{1.197}}=31.6\ \text{nm},\qquad s=\frac{60}{2\times31.57}=0.950 .
$$

With $\tanh s=0.740$, each edge moves inward by $1.061\times0.008\times31.57\times0.740=0.198$ nm. The mean transverse strain is

$$
\bar e_{xx}=0.80\%-\frac{2\times0.198}{60}=0.14\% .
$$

About 83% of the initial transverse strain is lost. Along the stripe $\lambda_E=31.5$ nm, and the average loss is $2\times31.5/1000=6.3\%$ of the initial strain, concentrated near the ends. The length-averaged longitudinal strain is 0.75%.

The longitudinal result assumed $\sigma_{xx}\simeq0$, but the mean transverse stress is still 0.32 GPa. Solving for both displacements together on the same springs changes the average longitudinal loss only from 6.3% to 6.4%, and gives the same mean transverse strain at mid-length, 0.14%.

The remaining transverse stress also enters the longitudinal stress. Eliminating $e_{xx}$ from the film law at $e_{yy}=e_0$ gives $\sigma_{yy}=Ee_0+\nu\sigma_{xx}$. Its mid-length mean is $1.358+0.061\times0.320=1.377$ GPa, about 5% below the uncut value. For edges along $\langle100\rangle$, where $\nu=0.278$, complete transverse stress relaxation would leave 72% of the biaxial stress.

The lever-arm bound can be read with the same numbers. The largest transverse traction is $1.197\times0.198=0.237$ GPa, which could hold at most $0.237\times60/(4\times7)=0.51$ GPa across the stripe. The actual 0.32 GPa is lower because the traction falls towards the centre line. Along the length the largest traction, at the ends, is similar, $1.197\times0.008\times31.5=0.30$ GPa, but with the longer lever arm it would allow $0.30\times1000/(4\times7)\approx11$ GPa, well above the stress to be held.

## What the spring support leaves out

The springs do not pull on one another, whereas real oxide stretches and the silicon beneath it deforms. The spring law also needs $\lambda$ much larger than the film and oxide thicknesses; here $\lambda=32$ nm and $t=25$ nm. A layered elastic calculation of the cross-section removes these simplifications, within a finite block whose base is fixed and whose outer sides cannot move horizontally, and with the strain normal to the section held fixed.

It approaches the spring law where it should. On a soft 5 nm layer, at fixed $w/\lambda$, the spring law predicts a lost fraction of 0.811. When the cut also goes through this layer, the layered result is 0.827 for $\lambda=141$ nm and 0.812 for $\lambda=1412$ nm.

For the 60 nm stripe the depth of the etch matters (the mesh leaves an uncertainty of about 0.01% in the layered strains):

- If only the film is cut, the mean transverse strain is 0.24%, a loss of 70%.
- If the trench also cuts through the oxide, it is 0.12%, a loss of 85%.

The uncut oxide beside the stripe helps to hold the film. The springs' 83% lies between the two cases.

The same calculation for a dimension of 1000 nm, in a film very wide in the other direction, gives average losses of 8% and 12%. This is a guide to the long direction, not a full calculation of the narrow stripe. At the centre of that wide film about 2% is lost, whereas independent springs predict a fraction of only $3\times10^{-7}$. A narrow stripe pulls on the support with much less total force, so its loss at the middle should be well below 2%. The exponentially small value belongs to independent springs and should not be expected of a continuous support. The contrast between the directions remains large.

With only the film cut, the mean transverse strain varies with width as follows.

| Width (nm) | Springs (%) | Layered (%) |
|---:|---:|---:|
| 20 | −0.02 | 0.05 |
| 60 | 0.14 | 0.24 |
| 200 | 0.53 | 0.54 |
| 1000 | 0.75 | 0.73 |

At 20 nm the springs predict a slightly negative transverse strain, the Poisson contraction found above, although the mean transverse stress is still tensile. The layered model keeps a slightly positive strain. The sign of so small a strain depends on the support model.

The strain also varies with depth. In the trench case, its width average is 0.25% in the lowest seventh of the film and 0.01% in the highest seventh. The support pulls on the underside, while the top is free. Averaged across the width, material near the top surface is therefore stretched less than the film as a whole. A channel confined to the centre line is different: averaged through the film thickness, the transverse strain is greatest there, and even near the top it can exceed the film average.

## Beside a real device

The thicknesses are in the range of thin-body silicon-on-insulator transistors, and 0.8% is a rough typical strain for tensile strained silicon on insulator. The elastic constants are rounded values. Real oxide often carries compressive stress of its own. With a rough value of −0.3 GPa in the trench case, the oxide expands when cut and stretches the film, raising the mean transverse strain from 0.12% to 0.22%; the loss falls from 85% to 73%. If the oxide is left uncut, its uniform stress is already balanced and does not change the film strain in this linear model. Gate layers, source and drain regions, trench filling, dislocations and oxide flow during hot processing are not included, and their effects are not sized here.

For an elastic stripe that stays bonded to an oxide thinner than $\lambda$ and stressed much less than the film, with $w\lesssim2\lambda$ and $L\gg2\lambda$, most of the transverse strain is lost and most of the longitudinal strain is kept. On a much thicker oxide, $\lambda$ calculated from $k=G/t$ overstates how far the edges reach, and a stripe of width $2\lambda$ can keep much more of its transverse strain. Shortening the stripe until $L$ is also comparable to $2\lambda$ removes the protection of the longitudinal strain.

## Computed values

```
inputs: initial strain 0.80 %, film 7 nm, oxide 25 nm
stripe width 60 nm, length 1000 nm
silicon c11, c12, c44: 166, 64, 80 GPa
oxide Young modulus 70 GPa, Poisson ratio 0.17, G 29.91 GPa
<110> film Q11 170.33 GPa, Q12 10.33 GPa, E 169.70 GPa, nu 0.0606
<100> film E 130.38 GPa, nu 0.2783
support stiffness k 1.1966 GPa/nm
transfer length across 31.57 nm, along 31.51 nm; s 0.9504
uncut biaxial stress 1.4452 GPa
fully relaxed transverse strain -0.0485 %
uniaxial longitudinal stress 1.3576 GPa
uniaxial/biaxial stress ratio: <110> 0.9394, <100> 0.7217
SPRING MODEL
mean transverse strain 0.1394 %, fraction lost 0.8258
transverse strain at centre 0.2293 %
mean transverse stress 0.3200 GPa
mid-length mean longitudinal stress 1.3770 GPa
length-mean longitudinal strain 0.7496 %
fraction of longitudinal strain lost, length mean 0.0630
fraction of longitudinal strain lost, mid-length 2.57e-07
edge displacement 0.1982 nm, edge interface shear 0.2371 GPa
oxide shear strain below edge 0.793 %
2D MEMBRANE
mid-length mean transverse strain 0.1394 %
length-mean longitudinal fraction lost 0.0639
unanchored: mean strains/e0 across -4.0e-07, along 7.0e-06
LAYERED ELASTICITY, mean transverse strain
film-only cut 0.2486 %, lost 0.6892
trench through oxide 0.1240 %, lost 0.8450
mean transverse stress: film-only 0.5060, trench 0.2937 GPa
film-only cut, bottom/top slice 0.3929 / 0.1434 %
trench, bottom/top slice 0.2532 / 0.0136 %
trench with oxide stress -0.3 GPa: 0.2202 %
1000 nm dimension, wide film, mean lost: film-only 0.0819, trench 0.1161
same, lost at centre: film-only 0.0185, trench 0.0206
soft 5 nm layer, transfer length 141 nm: lost 0.8272, spring law 0.8108
soft 5 nm layer, transfer length 1412 nm: lost 0.8120, spring law 0.8108
WIDTH nm | spring strain % | spring stress GPa | film-only layered strain %
20 | -0.0212 | 0.0465 | 0.0595
60 | 0.1394 | 0.3200 | 0.2486
200 | 0.5331 | 0.9906 | 0.5403
1000 | 0.7464 | 1.3540 | 0.7345
```
